# Coupled-cluster doubles for minimal-basis H2: amplitude equation, roots and linearization: test program

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Minimal-basis H2: CCD amplitude equation K + 2*Delta*t - K*t**2 = 0.
Its two roots give the two gerade singlet FCI energies E0 + K*t;
dropping t**2 gives the correlation energy -K**2/(2*Delta).
g, u  : bonding and antibonding symmetry orbitals
K     : exchange integral (gu|gu)
Delta : half the energy gap between determinants |u u> and |g g>
t     : amplitude of the double excitation; E0 : energy of |g g>
All quantities are in Hartree atomic units unless labelled otherwise.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, mp, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Annihilation matrices for spin orbitals g-up, g-down, u-up, u-down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])
ann = []
for k in range(4):
    op = np.eye(1)
    for m in range(4):
        factor = sign if m < k else (lower if m == k else np.eye(2))
        op = np.kron(op, factor)
    ann.append(op)
cre = [a.T for a in ann]
vacuum = np.zeros(16)
vacuum[0] = 1.0
ref = cre[0] @ cre[1] @ vacuum
X = cre[2] @ cre[3] @ ann[1] @ ann[0]      # double excitation operator
dbl = X @ ref
number = sum(c @ a for c, a in zip(cre, ann))
number_u = cre[2] @ ann[2] + cre[3] @ ann[3]
parity = np.diag((-1.0) ** np.rint(np.diag(number_u)))
s_plus = cre[0] @ ann[1] + cre[2] @ ann[3]
s_z = 0.5 * (cre[0] @ ann[0] - cre[1] @ ann[1]
             + cre[2] @ ann[2] - cre[3] @ ann[3])
s_squared = s_plus.T @ s_plus + s_z @ s_z + s_z
assert np.allclose(X @ X, 0.0)


def molecule(R):
    return gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]],
                 unit="Bohr", basis="sto-3g", verbose=0)


def fock_space_hamiltonian(h, eri, e_nuc):
    H = e_nuc * np.eye(16)
    for p in range(2):
        for q in range(2):
            for s in range(2):
                H += h[p, q] * cre[2*p+s] @ ann[2*q+s]
            for r in range(2):
                for v in range(2):
                    for s in range(2):
                        for w in range(2):
                            H += 0.5 * eri[p, q, r, v] * (
                                cre[2*p+s] @ cre[2*r+w]
                                @ ann[2*v+w] @ ann[2*q+s])
    return H


def analyse(R):
    mol = molecule(R)
    S = mol.intor("int1e_ovlp")[0, 1]
    C = np.array([[1.0, 1.0], [1.0, -1.0]])
    C = C / np.sqrt([2*(1+S), 2*(1-S)])
    h = C.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ C
    eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", mol.intor("int2e"),
                    C, C, C, C, optimize=True)
    H = fock_space_hamiltonian(h, eri, mol.energy_nuc())
    Jgg, Juu = eri[0, 0, 0, 0], eri[1, 1, 1, 1]
    Jgu, K = eri[0, 0, 1, 1], eri[0, 1, 0, 1]
    eps_g = h[0, 0] + Jgg
    eps_u = h[1, 1] + 2*Jgu - K
    Delta = (eps_u - eps_g) + 0.5*(Jgg + Juu) - 2*Jgu + K
    E0 = ref @ H @ ref

    # Determinant gap and coupling from the many-electron matrix
    assert abs(dbl @ H @ dbl - E0 - 2*Delta) < 1e-10
    assert abs(dbl @ H @ ref - K) < 1e-10
    assert K > 0 and Delta > 0

    # Projected coupled-cluster equations at arbitrary amplitudes
    for t in (-1.7, -0.3, 0.4, 2.0):
        transformed = expm(-t*X) @ H @ expm(t*X) @ ref
        assert abs(dbl @ transformed - (K + 2*Delta*t - K*t*t)) < 1e-10
        assert abs(ref @ transformed - (E0 + K*t)) < 1e-10

    # Gerade and ungerade two-electron sectors
    assert np.allclose(H @ parity, parity @ H, atol=1e-10)
    two = np.isclose(np.diag(number), 2)
    even = np.where(two & (np.diag(parity) > 0))[0]
    odd = np.where(two & (np.diag(parity) < 0))[0]
    assert len(even) == 2 and len(odd) == 4
    assert np.allclose(s_squared[:, even], 0.0)
    spins = np.linalg.eigvalsh(s_squared[np.ix_(odd, odd)])
    assert np.allclose(spins, [0, 2, 2, 2])
    E_even = np.linalg.eigvalsh(H[np.ix_(even, even)])
    E_odd = np.linalg.eigvalsh(H[np.ix_(odd, odd)])

    # Roots of the amplitude equation against diagonalization
    roots = np.sort(np.roots([-K, 2*Delta, K]).real)
    assert np.allclose(E0 + K*roots, E_even, atol=1e-10)
    root_term = np.sqrt(Delta**2 + K**2)
    assert np.allclose([Delta - root_term, Delta + root_term],
                       E_even - E0, atol=1e-10)
    for t, E in zip(roots, E_even):
        psi = expm(t*X) @ ref
        assert np.allclose(H @ psi, E * psi, atol=1e-9)
    psi_low, psi_high = [expm(t*X) @ ref for t in roots]
    assert abs(psi_low @ psi_high) < 1e-9

    # Linearized equation from the commutator, solved numerically
    slope = dbl @ (H @ X - X @ H) @ ref
    t_lin = -(dbl @ H @ ref) / slope
    E_lin = t_lin * (ref @ H @ X @ ref)
    assert np.isclose(E_lin, -K**2/(2*Delta), rtol=1e-7, atol=0)
    assert E_lin < E_even[0] - E0
    return dict(R=R, S=S, hg=h[0, 0], hu=h[1, 1], Jgg=Jgg, Juu=Juu,
                Jgu=Jgu, K=K, eps_g=eps_g, eps_u=eps_u, Delta=Delta,
                E0=E0, ED=dbl @ H @ dbl, roots=roots, E_even=E_even,
                E_odd=E_odd, t_lin=t_lin, E_lin=E_lin,
                Enuc=mol.energy_nuc())


results = [analyse(R) for R in (1.4, 2.5, 4.0, 6.0, 10.0)]

# Independent electronic-structure calculations
for d in results[:2]:
    mf = scf.RHF(molecule(d["R"]))
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged and abs(mf.e_tot - d["E0"]) < 1e-8
    solver = cc.CCSD(mf)
    solver.conv_tol, solver.conv_tol_normt = 1e-11, 1e-9
    solver.max_cycle = 200
    solver.kernel()
    assert solver.converged and np.max(np.abs(solver.t1)) < 1e-7
    assert abs(solver.e_corr - (d["E_even"][0] - d["E0"])) < 1e-7
    assert abs(solver.t2[0, 0, 0, 0] - d["roots"][0]) < 1e-6
    d["MP2"] = mp.MP2(mf).kernel()[0]
    mp2_formula = -d["K"]**2 / (2*(d["eps_u"] - d["eps_g"]))
    assert abs(d["MP2"] - mp2_formula) < 1e-7
    assert abs(fci.FCI(mf).kernel()[0] - d["E_even"][0]) < 1e-8

# Leading error of linearization near equilibrium
d = results[0]
E_corr = d["E_even"][0] - d["E0"]
lin_error = E_corr - d["E_lin"]
leading = d["K"]**4 / (8*d["Delta"]**3)
x2 = (d["K"]/d["Delta"])**2
assert 1 - x2/2 < lin_error/leading < 1

# Separated-atom limit
atom = gto.M(atom="H 0 0 0", basis="sto-3g", spin=1, verbose=0)
E_atom = (atom.intor("int1e_kin") + atom.intor("int1e_nuc"))[0, 0]
far = results[-1]
assert abs(far["E_even"][0] - 2*E_atom) < 1e-5
assert abs(far["roots"][0] + 1) < 0.02
gaps = [r["Delta"] for r in results]
assert all(a > b for a, b in zip(gaps, gaps[1:]))
assert far["E_lin"] < -1

print("H2, STO-3G; energies in hartree unless stated")
print(f"bond length R = {d['R']:.1f} bohr")
print(f"overlap S = {d['S']:.6f} (no unit)")
for key, label in (("Enuc", "nuclear repulsion"), ("hg", "h_g"),
                   ("hu", "h_u"), ("Jgg", "J_gg"), ("Juu", "J_uu"),
                   ("Jgu", "J_gu"), ("K", "K"),
                   ("eps_g", "orbital energy g"),
                   ("eps_u", "orbital energy u"),
                   ("E0", "E0, reference total energy"),
                   ("ED", "E_D, doubly excited determinant"),
                   ("Delta", "Delta")):
    print(f"{label} = {d[key]:.6f} hartree")
print(f"2 Delta = {2*d['Delta']:.6f} hartree")
print(f"sqrt(Delta^2+K^2) = {np.hypot(d['Delta'], d['K']):.6f} hartree")
print(f"lower root t = {d['roots'][0]:.6f} (no unit)")
print(f"upper root t = {d['roots'][1]:.6f} (no unit)")
print(f"K t, lower root = {d['K']*d['roots'][0]:.6f} hartree")
print(f"K t, upper root = {d['K']*d['roots'][1]:.6f} hartree")
print(f"gerade FCI total, lower = {d['E_even'][0]:.6f} hartree")
print(f"gerade FCI total, upper = {d['E_even'][1]:.6f} hartree")
print(f"ungerade triplet total = {d['E_odd'][0]:.6f} hartree")
print(f"ungerade singlet total = {d['E_odd'][3]:.6f} hartree")
print(f"CCD correlation energy = {E_corr*HARTREE_EV:.4f} eV")
print(f"linearized t = {d['t_lin']:.6f} (no unit)")
print(f"linearized correlation energy = {d['E_lin']:.6f} hartree")
print(f"linearized correlation energy = {d['E_lin']*HARTREE_EV:.4f} eV")
print(f"MP2 correlation energy = {d['MP2']:.6f} hartree")
print(f"CCD minus linearized = {lin_error:.6f} hartree")
print(f"K^4/(8 Delta^3) = {leading:.6f} hartree")
print("Stretching: R in bohr, t without unit, the rest in hartree")
print("   R       K      Delta     t_lower   E_CCD     E_lin     total_CCD")
for r in results:
    print(f"{r['R']:5.1f} {r['K']:9.6f} {r['Delta']:9.6f} "
          f"{r['roots'][0]:9.6f} {r['E_even'][0]-r['E0']:9.6f} "
          f"{r['E_lin']:12.6f} {r['E_even'][0]:10.6f}")
print(f"two separate H atoms, same basis = {2*E_atom:.6f} hartree")
print("no test failed")
```

It prints:

```
H2, STO-3G; energies in hartree unless stated
bond length R = 1.4 bohr
overlap S = 0.659318 (no unit)
nuclear repulsion = 0.714286 hartree
h_g = -1.252797 hartree
h_u = -0.475602 hartree
J_gg = 0.674594 hartree
J_uu = 0.697495 hartree
J_gu = 0.663564 hartree
K = 0.181258 hartree
orbital energy g = -0.578203 hartree
orbital energy u = 0.670268 hartree
E0, reference total energy = -1.116714 hartree
E_D, doubly excited determinant = 0.460576 hartree
Delta = 0.788645 hartree
2 Delta = 1.577291 hartree
sqrt(Delta^2+K^2) = 0.809207 hartree
lower root t = -0.113438 (no unit)
upper root t = 8.815352 (no unit)
K t, lower root = -0.020562 hartree
K t, upper root = 1.597852 hartree
gerade FCI total, lower = -1.137276 hartree
gerade FCI total, upper = 0.481138 hartree
ungerade triplet total = -0.531808 hartree
ungerade singlet total = -0.169292 hartree
CCD correlation energy = -0.5595 eV
linearized t = -0.114917 (no unit)
linearized correlation energy = -0.020830 hartree
linearized correlation energy = -0.5668 eV
MP2 correlation energy = -0.013158 hartree
CCD minus linearized = 0.000268 hartree
K^4/(8 Delta^3) = 0.000275 hartree
Stretching: R in bohr, t without unit, the rest in hartree
   R       K      Delta     t_lower   E_CCD     E_lin     total_CCD
  1.4  0.181258  0.788645 -0.113438 -0.020562    -0.020830  -1.137276
  2.5  0.217937  0.334825 -0.296784 -0.064680    -0.070928  -1.030474
  4.0  0.265128  0.101028 -0.689087 -0.182696    -0.347887  -0.943778
  6.0  0.304020  0.016121 -0.948378 -0.288325    -2.866652  -0.933402
 10.0  0.337303  0.000110 -0.999674 -0.337193  -517.559007  -0.933164
two separate H atoms, same basis = -0.933164 hartree
no test failed
```
